# Antisymmetric exchange from spin spirals by the generalized Bloch theorem

## Symmetry fixes the form

Take a flat magnetic spiral along x,

\[
\mathbf m(X)=(\sin qX,\,0,\,\cos qX),
\]

whose handedness is the sign of \(q\). Without spin-orbit coupling, a half turn of all spins about z costs no energy. It changes \(m_x\) to \(-m_x\), hence \(q\) to \(-q\), so the exchange energy is even in \(q\). An energy that distinguishes the two hands needs spin-orbit coupling and is odd in \(q\). If it is smooth, its leading term per area is \(D_s q\), and \(D_s\) has the dimension of energy per length. The corresponding micromagnetic density is

\[
D_s\,(m_z\partial_x m_x-m_x\partial_x m_z)
=D_s\,q(\cos^2 qX+\sin^2 qX)=D_s q .
\]

With this sign convention, positive \(D_s\) favours negative \(q\). The task is to compute \(D_s\) to first order in spin-orbit coupling and to find how small \(q\) must be.

## Hamiltonian and rotated frame

Let \(a\) be the lattice constant, \(n\) the cell index along x and \(\theta=qa\) the turn per cell. Crystal momenta \(k_x,k_y\) are also in radians per cell. The Hamiltonian without spin-orbit coupling has spin-independent hopping matrices \(T(\boldsymbol\delta)\) and an exchange field on the magnetic orbital, whose projector is \(P\):

\[
H_0:\quad T(\boldsymbol\delta)\ \text{between cells},\qquad
-\tfrac{\Delta}{2}\,\mathbf m_n\!\cdot\!\boldsymbol\sigma\,P\ \text{within a cell}.
\]

Define \(U_n=e^{-i\theta n\sigma_y/2}\). Since \(\sigma_z\) anticommutes with \(\sigma_y\),

\[
U_n\sigma_zU_n^\dagger=\sigma_z e^{i\theta n\sigma_y}
=\sigma_z\cos\theta n+\sigma_x\sin\theta n=\mathbf m_n\!\cdot\!\boldsymbol\sigma ,
\]

where \(i\sigma_z\sigma_y=\sigma_x\) was used. In the frame rotated by \(U_n\) the exchange field is therefore uniform. A hop by \(\delta_x\) cells acquires \(U_n^\dagger U_{n+\delta_x}=e^{-i\theta\delta_x\sigma_y/2}\), which does not depend on \(n\). The Hamiltonian is again periodic with the chemical cell. With \(h(\mathbf k)=\sum_\delta T(\boldsymbol\delta)e^{i\mathbf k\cdot\boldsymbol\delta}\),

\[
H_\theta(\mathbf k)=h\!\left(k_x-\tfrac{\theta}{2}\sigma_y,\,k_y\right)-\tfrac{\Delta}{2}\sigma_zP .
\]

This is the generalized Bloch theorem for the spiral. In practice \(h\) is evaluated at \(k_x-s\theta/2\) for \(s=\pm1\) and multiplied by the spin projector \((1+s\sigma_y)/2\).

## First-order spin-orbit energy

The coupling is \(V=\tfrac{\xi}{2}\sum_a L_a\sigma_a\), with dimensionless \(L_a\). In the rotated frame \(\sigma_y\) is unchanged, while

\[
U_n^\dagger\sigma_xU_n=\sigma_x\cos\theta n+\sigma_z\sin\theta n,\qquad
U_n^\dagger\sigma_zU_n=\sigma_z\cos\theta n-\sigma_x\sin\theta n .
\]

The unperturbed density matrix is periodic in this frame, so the expectation values of these two terms contain \(\sum_n\cos\theta n\) and \(\sum_n\sin\theta n\). Both sums vanish per cell unless \(\theta\) is a multiple of \(2\pi\). In the collinear case the orbital moment vanishes instead, because the hopping matrices are real: complex conjugation pairs \(\mathbf k\) with \(-\mathbf k\) and reverses \(\mathbf L\). Only \(L_y\sigma_y\) remains at first order.

Its weight follows from the free energy per cell at fixed electron number \(N\),

\[
F=\mu N-k_BT\sum_i\ln\!\left(1+e^{(\mu-\varepsilon_i)/k_BT}\right),
\]

where the sum includes division by the number of k points. Differentiation gives

\[
\frac{dF}{d\xi}=N\frac{d\mu}{d\xi}+\sum_i f_i\left(\frac{d\varepsilon_i}{d\xi}-\frac{d\mu}{d\xi}\right)
=\sum_i f_i\frac{d\varepsilon_i}{d\xi},
\]

since \(\sum_i f_i=N\). The Hellmann–Feynman theorem replaces \(d\varepsilon_i/d\xi\) by an expectation value, so

\[
E_1(\theta)=\frac{\xi}{2}\sum_i f_i\,\langle\psi_i|L_y\sigma_y|\psi_i\rangle .
\]

The occupations are those of the spiral without spin-orbit coupling. In a self-consistent density-functional calculation the same expression holds: the functional is stationary against changes of density at fixed spiral directions, so relaxation of the density enters at second order.

The half turn about z is represented by \(\sigma_z\), and \(\sigma_zH_\theta(\mathbf k)\sigma_z=H_{-\theta}(\mathbf k)\). It reverses \(\sigma_y\), hence \(E_1(-\theta)=-E_1(\theta)\). This holds separately at every k point. Computing both hands therefore checks signs, but it says nothing about k-point convergence.

## Slope and test of linearity

At finite electronic temperature the response is smooth, and

\[
r(\theta)\equiv\frac{E_1(\theta)}{\theta}=D+C\theta^2+G\theta^4+\dots
\]

Two wavevectors remove the quadratic term:

\[
\frac{4r(\theta)-r(2\theta)}{3}
=D+\frac{4-4}{3}C\theta^2+\frac{4-16}{3}G\theta^4
=D-4G\theta^4 .
\]

An independent value of \(D\) comes from the collinear state. Let \(\delta H=W\theta\) with

\[
W=\left.\frac{\partial H_\theta}{\partial\theta}\right|_0=-\tfrac12\sigma_y\,\frac{\partial h}{\partial k_x}.
\]

The density matrix commutes with the Hamiltonian before and after the change. The first-order part of \([H+\delta H,\rho+\delta\rho]=0\), taken between eigenstates \(i\) and \(j\), reads

\[
(\varepsilon_i-\varepsilon_j)\,\delta\rho_{ij}=(f_i-f_j)\,\delta H_{ij}.
\]

The chemical potential is even in \(\theta\) and does not contribute at this order. Inserting \(\delta\rho\) in \(\mathrm{Tr}[\rho V]\) gives

\[
D=\sum_{ij}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,W_{ij}V_{ji},
\qquad V\to\tfrac{\xi}{2}L_y\sigma_y ,
\]

with the fraction replaced by \(df/d\varepsilon\) for equal energies. Both operators flip a spin quantized along z, so \(D\) is a sum over pairs of opposite spin.

For a square cell of area \(a^2\), \(D\theta/a^2=(D/a)q\), hence \(D_s=D/a\). Division by the magnetic thickness gives the volume constant.

## Pseudocode

```
input: T(delta), Delta, xi, N, kT, k mesh, theta
function E1(theta):
    for each k:
        H = sum over s=+1,-1 of
            (1 + s*sigma_y)/2 (x) h(kx - s*theta/2, ky)
        H = H - Delta/2 * sigma_z (x) P
        diagonalize; store energies and <L_y sigma_y>
    find mu from the electron number N
    return xi/2 * mean over k of sum f*<L_y sigma_y>

r1 = E1(theta)/theta
r2 = E1(2*theta)/(2*theta)
D  = (4*r1 - r2)/3
D0 = slope from the collinear response formula
compare D with D0
accept theta if (r2 - D0)/(r1 - D0) is near 4
D_s = D/a
```

If \(r_1-D_0\) is below the numerical noise, the last ratio has no meaning. It must be formed with the collinear value \(D_0\): with the extrapolated \(D\) it equals 4 identically, because \(r_1-D=(r_2-r_1)/3\) and \(r_2-D=4(r_2-r_1)/3\).

## Worked model

The model is a square-lattice bilayer with \(a=0.27\) nm. A magnetic s orbital lies 0.20 nm above a heavy atom with three p orbitals. With \(c_{x,y}=\cos k_{x,y}\), the elements of \(h\) are

\[
\begin{aligned}
h_{ss}&=-2t(c_x+c_y),\qquad h_{sx}=2i\,l\,V_2\sin k_x,\qquad h_{sy}=2i\,l\,V_2\sin k_y,\\
h_{sz}&=-V_1-2n_zV_2(c_x+c_y),\qquad h_{xx}=E_p+2p_\sigma c_x+2p_\pi c_y,\\
h_{yy}&=E_p+2p_\pi c_x+2p_\sigma c_y,\qquad h_{zz}=E_p+2p_\pi(c_x+c_y).
\end{aligned}
\]

The other p–p elements vanish. The direction cosines of the slanted bond are \(l=0.27/\sqrt{0.27^2+0.20^2}=0.80\) and \(n_z=0.60\). In eV, \(t=0.20\), \(E_p=2.0\), \(V_1=0.80\), \(V_2=0.30\), \(p_\sigma=0.40\), \(p_\pi=-0.10\), \(\Delta=2.0\) and \(\xi=0.50\). There are 0.30 electrons per cell, the smearing is \(k_BT=50\) meV and the mesh is \(48\times48\). The collinear moment is 0.300 \(\mu_B\) per cell, so the electrons are fully polarized.

At \(\theta=0.1\) and 0.2 the ratios \(r\) are −0.409619 and −0.410025 meV. Then

\[
D=\frac{4(-0.409619)+0.410025}{3}=-0.409484\ \text{meV},
\]

against −0.409481 meV from the collinear formula. The deviation from the latter grows by a factor 3.94 when \(\theta\) doubles, close to the 4 of a pure \(\theta^2\) term. Refining the mesh to \(72\times72\) changes \(E_1(0.1)\) by less than one part in \(10^4\).

| Period (cells) | Exchange (meV) | \(E_1\) (meV) | \(r/D-1\) (%) |
|---|---|---|---|
| 60 | 0.059 | −0.0429 | 0.04 |
| 30 | 0.237 | −0.0859 | 0.15 |
| 16 | 0.831 | −0.1616 | 0.48 |
| 8 | 3.293 | −0.3263 | 1.45 |
| 5 | 8.220 | −0.5205 | 1.15 |

Energies are per cell, and the exchange column is the energy above the collinear state. The last column is not monotonic. A small deviation at one large wavevector is thus no evidence of the linear regime; the \(\theta^2\) growth at small \(\theta\) is.

The conversion is \(D_s=-0.4095\ \text{meV}/0.27\ \text{nm}=-1.517\ \text{meV/nm}=-0.243\) pJ/m. With a thickness of 0.20 nm this is −1.2 mJ/m².

Two symmetry cases test the orbital part. A helical spiral turns about x, so \(L_x\sigma_x\) replaces \(L_y\sigma_y\). The orbital mirror \(y\to-y\) leaves \(H_0\) and this spiral unchanged but reverses \(L_x\), so \(E_1=0\). Likewise, if all s–p\(_z\) coupling is removed, reversing the sign of p\(_z\) is a symmetry that reverses \(L_y\), and the cycloidal \(E_1\) vanishes. At \(\theta=0.4\) both energies are zero to rounding.

## What first order leaves out

A supercell in the laboratory frame, with all three components of \(\mathbf L\cdot\boldsymbol\sigma\), provides a check that does not use the rotated frame. For a period of 8 cells and \(\xi=0\), its free energy agrees with the generalized Bloch result to \(10^{-16}\) eV. Its central difference between \(\xi=\pm0.01\) eV, scaled to 0.50 eV, gives \(E_1=-0.32629\) meV, against −0.32626 meV from the formula.

At full coupling, half the difference between the two hands is −0.3451 meV, larger in magnitude than \(E_1\) by 5.8 %. For 16 cells the excess is 5.7 %. The leading remainder is quadratic in \(\xi\), although the difference is odd in \(q\). The reason is that the two components dropped at first order can act in succession. If the intermediate p states are treated as degenerate, their product contains

\[
L_xL_z\sigma_x\sigma_z+L_zL_x\sigma_z\sigma_x
=-i\sigma_y[L_x,L_z]=-\sigma_yL_y ,
\]

because \([L_x,L_z]=-iL_y\). This has the same form as the first-order operator.

Its size can be estimated for p states a distance \(g\) above the occupied ones. Each propagation through the p shell gives \(-1/g\). The first-order process contributes \((\xi/2g^2)L_y\sigma_y\), and the second-order one \((-1/g)^3(\xi/2)^2(-L_y\sigma_y)=(\xi^2/4g^3)L_y\sigma_y\). Their ratio is \(\xi/2g\), with positive sign. In the collinear state the occupied levels average −1.9 eV, because dispersion and s–p mixing lower them from \(-\Delta/2=-1\) eV. With the p level at 2 eV this gives \(g\approx3.9\) eV and a ratio of about 6 %. The part of the 8-cell half difference that is even in \(\xi\) is −0.0179 meV, or 5.5 % of \(E_1\), which agrees in sign and order of magnitude. Halving \(\xi\) reduces this part by a factor 4.00.

If \(L_y\sigma_y\) alone is kept in the Hamiltonian, the half turn about z makes reversal of \(q\) equivalent to reversal of \(\xi\). The odd energy then contains only odd powers of \(\xi\), and the remainder is cubic: halving \(\xi\) from 0.25 eV reduces it by 8.02. Diagonalizing with this one component is therefore no substitute for the full coupling, since it misses the quadratic term.

## Reading the result

Let the exchange energy be \(A\theta^2\), with \(A=5.408\) meV from the small-\(\theta\) spirals. Minimizing \(A\theta^2+D\theta\) gives

\[
\theta_0=-\frac{D}{2A}=\frac{0.4095}{2\times5.408}=0.0379,
\]

a period of 45 nm and an energy gain \(D^2/4A=0.0078\) meV per cell. Direct minimization of the computed energies gives the same values to these digits.

Anisotropy starts at second order in \(\xi\) and is absent from this sum. With full coupling the uniform state along x lies 0.0044 meV per cell below that along z, of which 0.0040 meV is the second-order term. A uniform spiral has \(\langle m_x^2\rangle=1/2\), so for an anisotropy proportional to \(m_x^2\) it loses 0.0022 meV against the in-plane magnet. The continuum thin-film dipolar scale for the assumed 0.20 nm thickness is 0.0021 meV (point dipoles on the square lattice give 0.0017 meV), of which a spiral much longer than the thickness loses about half. The estimated advantage of the spiral shrinks to \(0.0078-0.0022-0.0010\approx0.005\) meV, but stays positive. This balance uses the first-order \(D\). The \(\xi^2\) correction to the odd energy remains 5.5 % at \(\theta_0\); it adds about 0.0009 meV to the gain and shortens the period to about 42 nm.

The spin-orbit strength, exchange splitting and lattice constant are in the rough range of ultrathin cobalt on platinum. There \(|D_s|\) is roughly 1 to 2 pJ/m, several times the model value; the volume constant looks typical because the model layer is only 0.20 nm thick. The moment of 0.3 \(\mu_B\) is far below that of cobalt, roughly 2 \(\mu_B\). Platinum has d states at the Fermi level, whereas here the heavy-atom level is well above the occupied band, so the 6 % correction cannot be carried over. Such films can also have an anisotropy that favours the perpendicular direction and is much larger in magnitude than the model's, which favours the plane; this can suppress the spiral. At fixed \(\theta=0.1\) and filling, replacing the 50 meV smearing by 300 K electrons (25.9 meV, mesh \(96\times96\)) increases \(|E_1|\) by 3.3 %. Thermal spin fluctuations are not included.

## Cost, stability and failure modes

**Cost.** With \(M\) spin-orbitals per cell and \(N_k\) k points, dense diagonalization costs of order \(N_kM^3\) per wavevector, whatever the period. A supercell of \(p\) cells needs \(N_k/p\) points but matrices of size \(pM\), hence \(p^2N_kM^3\). For 60 cells the ratio is 3600.

**Noise at small wavevector.** An error of at most \(\eta\) in each \(E_1\) changes the extrapolated slope by at most \((4\eta/\theta+\eta/2\theta)/3=1.5\,\eta/\theta\). For 1 % accuracy at \(\theta=0.1\) in this example, \(\eta\) must be below \(0.01\times0.4095\times0.1/1.5=2.7\times10^{-4}\) meV.

**Unequal grids.** If the two spin components are placed at \(k_x\) and \(k_x+\theta\) instead of \(k_x\mp\theta/2\), the grids for the two hands are displaced by \(\theta\) relative to each other. For real hopping matrices \(H_\theta(\mathbf k)^*=H_\theta(-\mathbf k)\), so on a mesh symmetric under \(\mathbf k\to-\mathbf k\) the two grids still give the same exchange energy. On a mesh without this symmetry, the exchange energy need not cancel exactly in a difference of total energies unless \(\theta\) is a multiple of the mesh spacing. The residue is a k-integration error and falls quickly with the mesh. At \(\theta=0.1\), on meshes offset by 0.3 of a spacing, the uncancelled half difference is 0.032 meV for \(12\times12\), 0.001 meV for \(24\times24\) and \(10^{-7}\) meV for \(48\times48\), against \(|E_1|=0.041\) meV. The symmetric shift gives exact cancellation on every mesh.

**Wrong spin component.** The operator must follow the rotation axis. Adding the bare \(L_x\sigma_x\) or \(L_z\sigma_z\) to the rotated Hamiltonian describes a spin-orbit field that turns with the spiral, which is a different system.

**Strong coupling.** When \(\xi\) is not small compared with the relevant level separations, first order is insufficient even if \(E_1\) is perfectly linear in \(q\). Linearity in \(q\) and linearity in \(\xi\) are separate conditions: at 16 cells the first fails by 0.5 % and the second by 5.7 %. A supercell calculation at one moderate period, with both hands and full coupling, measures the second. The remaining digits are in the numerical output.

## Numbers as computed

```
lattice constant: 0.27 nm; layer height: 0.20 nm
magnetic thickness: 0.20 nm
exchange splitting: 2.00 eV; spin-orbit xi: 0.50 eV
s-s hopping amplitude: 0.20 eV; p level: 2.00 eV
s-p vertical: 0.80 eV; s-p side: 0.30 eV
p-p sigma: 0.40 eV; p-p pi: -0.10 eV
electrons per cell: 0.30; smearing kT: 50 meV
k mesh: 48 x 48; spin moment: 0.3000 mu_B per cell
period/cells, period/nm, exchange/meV, E1/meV, (E1/q)/D - 1 in %
   60   16.20    0.0593  -0.04290    0.037
   30    8.10    0.2370  -0.08589    0.145
   16    4.32    0.8314  -0.16158    0.483
    8    2.16    3.2928  -0.32626    1.447
    5    1.35    8.2203  -0.52046    1.146
E1 at qa=+0.1: -0.040962 meV; at qa=-0.1: 0.040962 meV
E1/(qa) at qa=0.1: -0.409619 meV; at 0.2: -0.410025 meV
slope, extrapolated from spirals: -0.409484 meV
slope, collinear linear response: -0.409481 meV
deviation growth on doubling q: 3.9394 (pure q^2 gives 4)
D per cell: -0.11056 meV nm
D_s: -0.2430 pJ/m; D_s/thickness: -1.215 mJ/m^2
helical-spiral E1: 3.0e-17 meV
E1 without s-p_z mixing: 1.1e-20 meV
8 cells, F supercell - F Bloch: 1.1e-16 eV
8 cells, E1 Bloch: -0.32626 meV
8 cells, E1 from supercell derivative: -0.32629 meV
8 cells, odd energy with full coupling: -0.34507 meV
8 cells, its part even in xi: -0.01792 meV
even part, ratio xi to xi/2: 4.0049
axis-only remainder, ratio xi/2 to xi/4: 8.0198
higher-order correction, 8 cells: 5.77 %
higher-order correction, 16 cells: 5.71 %
stiffness per cell: 5.40779 meV for (qa)^2
stiffness/thickness: 4.332 pJ/m
preferred qa, -D/(2A): 0.03786; direct minimum: 0.03787
preferred period, direct: 44.80 nm
spiral energy gain, direct: 0.00775 meV/cell
anisotropy F(m along x)-F(m along z): -0.00435 meV/cell
dipolar energy scale: 0.00208 meV/cell
300 K electrons: kT = 25.85 meV
change of E1 at qa=0.1 for 300 K: 3.266 %
```
